# Threshold mass for an impurity mode above a cubic phonon band

## Question

I am working on an exercise about a simple cubic lattice with one scalar displacement per atom and equal springs between nearest neighbours. One atom is replaced by an atom of different mass, and the springs stay as they were. I am to use Watson's integral to show that a vibration bound to the impurity, with a frequency above the host band, exists only if the impurity is lighter than about 0.67 host masses.

Two things stop me. In a linear chain I find a bound mode for any light impurity, however small the mass difference, and I don't see what changes in three dimensions. Also, when I diagonalize a small periodic cube with an impurity of 0.80 host masses, the highest frequency does lie slightly above the top of the host band. Isn't that a bound mode? And how far would such a threshold apply to a real crystal?

## Answer

The threshold exists because a certain average over the host band stays finite at the band top in three dimensions, whereas it diverges in the chain. The frequency you see in the small cube belongs to an extended mode, as its dependence on the size of the cube shows.

### The impurity as a source

Let the host mass be $M$, the spring constant $K$, and the impurity mass $M'=\mu M=(1-\varepsilon)M$ at site $0$. Distances are in units of the neighbour spacing. For a vibration of frequency $\omega$,

$$M_l\omega^2u_l=K\sum_{\delta}(u_l-u_{l+\delta}),$$

where $\delta$ runs over the six neighbours. In the pure host a plane wave $e^{i\mathbf k\cdot\mathbf l}$ gives

$$\omega_k^2=\frac{2K}{M}\,(3-\cos k_x-\cos k_y-\cos k_z).$$

The band top is at $\mathbf k=(\pi,\pi,\pi)$, where the bracket equals 6, so $\omega_m^2=12K/M$.

With the impurity present, only the equation at $l=0$ changes. Its left side is $M\omega^2u_0-\varepsilon M\omega^2u_0$. Moving the second term to the right gives, for all sites,

$$M\omega^2u_l-K\sum_\delta(u_l-u_{l+\delta})=\varepsilon M\omega^2u_0\,\delta_{l0}.$$

A bound mode has finite $\sum_l|u_l|^2$, so it can be written as $u_l=\int\frac{d^3k}{(2\pi)^3}U(\mathbf k)e^{i\mathbf k\cdot\mathbf l}$ with square-integrable $U$. The Fourier transform of $\delta_{l0}$ is 1. Dividing by $M$ gives

$$(\omega^2-\omega_k^2)\,U(\mathbf k)=\varepsilon\omega^2u_0 .$$

Above the band the bracket is positive for every $\mathbf k$, hence

$$U(\mathbf k)=\frac{\varepsilon\omega^2u_0}{\omega^2-\omega_k^2}.$$

This function is bounded, so the mode is normalizable. If $u_0=0$, then $U=0$ and there is no mode at all. Every bound mode above the band therefore moves the impurity.

### The condition for a mode

Write $\langle\ldots\rangle$ for the average over the Brillouin zone, and set $s=\omega^2/\omega_m^2$ and $x_k=\omega_k^2/\omega_m^2$. Since $u_0=\langle U\rangle$, dividing by $\varepsilon u_0$ gives

$$\frac1\varepsilon=F(s),\qquad F(s)=\left\langle\frac{1}{1-x_k/s}\right\rangle .$$

For each $x_k>0$ the integrand falls as $s$ rises. Thus $F$ falls strictly and continuously from $F(1)$ towards 1 as $s$ runs from 1 to infinity. Three cases follow.

- A heavy impurity has $\varepsilon<0$, so $1/\varepsilon$ is negative while $F>1$. There is no root.
- A light impurity with $1<1/\varepsilon<F(1)$ has one root with $s>1$, and so one bound mode.
- A light impurity with $1/\varepsilon\ge F(1)$ has no root with $s>1$.

It remains to find $F(1)$. From $x_k=(3-\sum_i\cos k_i)/6$,

$$s-x_k=\frac{6s-3+\sum_i\cos k_i}{6}.$$

Shifting each $k_i$ by $\pi$ reverses the sign of each cosine and leaves the zone average unchanged. Therefore

$$F(s)=s\left\langle\frac1{s-x_k}\right\rangle=6s\,g(6s-3),\qquad g(z)=\left\langle\frac{1}{z-\sum_i\cos k_i}\right\rangle .$$

At $s=1$ the argument is 3, and $g(3)$ is Watson's integral:

$$W=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{1}{3-\cos k_x-\cos k_y-\cos k_z},\qquad F(1)=6W .$$

A bound mode thus requires $\varepsilon>1/(6W)$, that is,

$$\boxed{\;\mu<\mu_c=1-\frac1{6W}\;}$$

At equality the candidate solution sits at the band top. With $\mathbf q$ measured from $(\pi,\pi,\pi)$, its $U$ behaves as $1/q^2$. Then $\int q^2dq\,|U|^2$ contains $\int dq/q^2$, which diverges at small $q$. The solution is not normalizable, so the inequality is strict.

### The value of Watson's integral

Use $1/a=\int_0^\infty e^{-at}dt$ with $a=3-\sum_i\cos k_i$. The integrand is positive, so the order of integration may be exchanged. Each angular integral is $\int_{-\pi}^{\pi}\frac{dk}{2\pi}e^{t\cos k}=I_0(t)$, a modified Bessel function. Hence

$$W=\int_0^\infty\left[e^{-t}I_0(t)\right]^3dt=0.505462 .$$

The integral converges because the integrand falls as $(2\pi t)^{-3/2}$. The result is

$$6W=3.0328,\qquad \varepsilon_c=\frac1{3.0328}=0.3297,\qquad \mu_c=0.6703 .$$

You can check this with a simple sum, whose first terms are easy to find by hand. With $\lambda=\frac13\sum_i\cos k_i$,

$$3W=\left\langle\frac1{1-\lambda}\right\rangle=\sum_{n=0}^\infty\langle\lambda^{2n}\rangle=\sum_{n=0}^\infty P_{2n}.$$

Odd powers average to zero under the shift by $\pi$. Here $P_{2n}$ is the probability that a random walk on the cubic lattice is back at its start after $2n$ steps. A returning walk takes equal numbers of steps forwards and backwards along each axis, so

$$P_{2n}=\frac1{6^{2n}}\sum_{i+j+m=n}\frac{(2n)!}{(i!\,j!\,m!)^2}.$$

This gives $P_0=1$, $P_2=1/6$ and $P_4=90/1296=0.0694$. For large $n$ the average comes from the neighbourhoods of $\mathbf k=0$ and $(\pi,\pi,\pi)$. There $|\lambda|\approx1-q^2/6$, so $\lambda^{2n}\approx e^{-nq^2/3}$. Each Gaussian integral is $(3\pi/n)^{3/2}/(2\pi)^3=(3/4\pi n)^{3/2}$, and the two together give $P_{2n}\approx2(3/4\pi n)^{3/2}$.

The terms through $P_{40}$ add up to 1.4140. Replacing the remaining sum by an integral from $n=20.5$ adds $4(3/4\pi)^{3/2}/\sqrt{20.5}=0.1031$. The total, 1.5170, compares with $3W=1.5164$ from the Bessel integral. Either value gives $\mu_c=0.670$ to three digits.

### Why the chain differs

In the chain $x_k=(1-\cos k)/2$, and $\langle1/(a+\cos k)\rangle=1/\sqrt{a^2-1}$ for $a>1$. With $a=2s-1$,

$$F_{\rm chain}(s)=\frac{2s}{\sqrt{(2s-1)^2-1}}=\sqrt{\frac{s}{s-1}} .$$

This diverges at $s=1$, so $F=1/\varepsilon$ has a root for every $0<\varepsilon<1$. Squaring gives $s/(s-1)=1/\varepsilon^2$, hence $s=1/(1-\varepsilon^2)$. Your result for the chain is correct.

Near the band top the integrand of $F(1)$ behaves as $1/q^2$ in both cases. In one dimension $\int dq/q^2$ diverges. In three dimensions the volume element supplies $q^2$, and the integral is finite. A small mass defect then cannot satisfy the condition.

### How the mode leaves the band

Let $\Delta=6(s-1)$ be small and positive. With $a=3-\sum_i\cos k_i\approx q^2/2$ at small $q$ (now measured from the zone centre, after the shift),

$$g(3)-g(3+\Delta)=\left\langle\frac{\Delta}{a(a+\Delta)}\right\rangle\approx\int\!\frac{d^3q}{(2\pi)^3}\frac{2\kappa^2}{q^2(q^2+\kappa^2)},\qquad \kappa^2=2\Delta=12(s-1).$$

The angular integration turns $d^3q/(2\pi)^3$ into $q^2dq/(2\pi^2)$, so the right side is

$$\frac{\kappa^2}{\pi^2}\int_0^\infty\frac{dq}{q^2+\kappa^2}=\frac{\kappa^2}{\pi^2}\,\frac{\pi}{2\kappa}=\frac{\kappa}{2\pi}.$$

The prefactor $s$ in $6s\,g$ differs from 1 only at order $\kappa^2$. To leading order, then, $1/\varepsilon=6W-3\kappa/\pi$, or

$$\kappa\approx\frac\pi3\left(6W-\frac1\varepsilon\right),\qquad s-1=\frac{\kappa^2}{12}.$$

Since $6W-1/\varepsilon=(\varepsilon-\varepsilon_c)/(\varepsilon\varepsilon_c)$ is linear in $\mu_c-\mu$ near threshold, $s-1$ starts quadratically. The full condition gives $s-1=3.07\times10^{-5}$ at $\mu_c-\mu=0.002$ and $7.70\times10^{-6}$ at $0.001$, nearly a factor of four. The leading law is low by 0.4% and 0.2% of these values.

The length $1/\kappa$ is the size of the mode. Near the band top $U\propto1/(q^2+\kappa^2)$, which transforms into $e^{-\kappa r}/r$ at large distance, multiplied by a sign that alternates from site to site. At threshold $\kappa=0$ and the tail is $1/r$.

### What your small cube shows

Making one atom lighter cannot lower any frequency, because it reduces the kinetic energy for given velocities. In a finite cube the top frequency can therefore rise slightly without any binding. An extended mode has a weight of order $1/L^3$ on the impurity, where $L$ is the number of atoms along an edge, so its shift falls roughly as $1/L^3$. Take $L$ even, so that $(\pi,\pi,\pi)$ is an allowed wave vector and the top frequency of the pure cube is exactly $\omega_m$; for odd $L$ it lies below $\omega_m$, and $s-1$ no longer measures the shift. The shift of a bound mode settles to a constant once $L\gg1/\kappa$.

Direct diagonalization for $L=12$ and $L=24$ separates the two cases:

- For $\mu=0.80$, $s-1$ is 7.58 times smaller in the larger cube, close to $2^3=8$. The mode is extended.
- For $\mu=0.55$, the ratio is 1.0000. The mode is bound.

The threshold can be found in the same way. At $\mu_c$ the length $1/\kappa$ of the infinite lattice is infinite, so $L$ is the only large length left and $s-1$ scales as $1/L^2$ to leading order. The values of $L^2(s-1)$ for the two cubes coincide at $\mu=0.6700$, against 0.6703 from Watson's integral.

### Shape of the mode, and a very light impurity

$U(\mathbf k)$ has cubic symmetry, so the six neighbours move equally, with amplitude $u_1$. The impurity's own equation is $\mu M\omega^2u_0=6K(u_0-u_1)$. Inserting $\omega^2=12Ks/M$ gives $12\mu s\,u_0=6(u_0-u_1)$, hence

$$\frac{u_1}{u_0}=1-2\mu s .$$

The impurity's share $p$ of the kinetic energy follows from $\sum_l u_l^2=\langle U^2\rangle=\varepsilon^2s^2J\,u_0^2$, with $J=\langle1/(s-x_k)^2\rangle$. Replacing the host mass by $M'$ at one site subtracts $\varepsilon Mu_0^2$ from $M\sum_l u_l^2$, so

$$p=\frac{M'u_0^2}{\sum_lM_lu_l^2}=\frac{1-\varepsilon}{\varepsilon^2s^2J-\varepsilon}.$$

Near threshold $J$ contains $\int q^2dq/(q^2+\kappa^2)^2\propto1/\kappa$, so $p$ vanishes in proportion to $\kappa$. For $\mu=0.65$ the mode lies 0.15% above the top frequency and $p=0.18$. For $\mu=0.30$ it lies 33% above, with $p=0.91$.

In the opposite limit, $\mu\to0$, the root $s$ is large. The cosines average to zero, so $\langle x_k\rangle=1/2$ and $F\approx1+1/(2s)$, while $1/\varepsilon\approx1+\mu$. Hence $s\approx1/(2\mu)$, or $\omega^2\approx6K/M'$. This is a light atom vibrating on six springs between neighbours at rest. At $\mu=0.30$ this estimate gives $\omega/\omega_m=1.29$; the full condition gives 1.334.

### A real case: aluminium in copper

Take rough values: masses 27.0 and 63.5 u, a copper band top of 7.3 THz, and a neighbour distance of 0.256 nm. Then

$$\mu=\frac{27.0}{63.5}=0.425,\qquad \frac1\varepsilon=\frac1{0.575}=1.74<3.03,$$

so the scalar model binds a mode. The root is $s=1.311$, and

$$f=7.3\ \text{THz}\times\sqrt{1.311}=8.36\ \text{THz}\quad(34.6\ \text{meV}).$$

The neighbours move against the impurity with $u_1/u_0=1-2(0.4252)(1.311)=-0.115$, and $p=0.82$. In this model an impurity in copper must be lighter than about $0.6703\times63.5=42.6$ u to bind a mode.

Copper is neither simple cubic nor scalar: it is face-centred cubic, with three polarizations. The argument carries over if the average in $F$ also runs over polarizations, because cubic symmetry makes the response at the impurity the same in all directions. For an fcc lattice with central nearest-neighbour springs and the same band top, the mode moves to 8.55 THz and the threshold to 0.755. These values depend on the springs being central: a neighbour force-constant tensor with a modest non-central part (for a bond along $[110]$, elements $xx:zz:xy=13.1:-1.4:14.8$ instead of $1:0:1$), scaled to the same band top, gives 8.32 THz and 0.70. The number 0.67 therefore belongs to the scalar simple cubic lattice; another host has its own $F(1)$.

The assumption of unchanged springs can matter more for the frequency. An aluminium atom need not be bound as a copper atom is. Changed springs also move the threshold: with stiffer springs around it a heavier impurity can bind a mode, and with softer ones it must be lighter. With the masses and host springs held fixed, scaling the impurity's six springs in the scalar model by 0.8 or 1.2 gives 7.59 or 9.11 THz, about 9% below or above 8.36 THz. The 20% is a trial size, not a known value for this alloy.

Two other omissions are further impurities and anharmonicity. A second impurity four spacings away along a cube axis shifts the upper mode of the pair by only about 0.001 THz. Two impurities on neighbouring sites, with all springs unchanged, instead give one mode about 0.5 THz higher and one about 0.6 THz lower than the single-impurity mode. The estimate is therefore for a dilute alloy. For anharmonicity, a harmonic mode has mean kinetic energy $\frac{\hbar\omega}4\coth\frac{\hbar\omega}{2k_BT}$. Setting the fraction $p$ of this equal to $\frac12M'\omega^2\langle u_0^2\rangle$ gives

$$\langle u_0^2\rangle=\frac{p\,\hbar}{2M'\omega}\coth\frac{\hbar\omega}{2k_BT}.$$

At 300 K the rms amplitude along one direction is 5.6 pm, or 2.2% of the neighbour distance. This suggests modest anharmonic corrections, but it counts only the local mode and gives neither a linewidth nor a frequency shift. The 8.4 THz is thus a model estimate. The fcc models move it by up to 0.2 THz, and a 20% change in the impurity's springs would move it by nearly 0.8 THz; the true error can only be judged against a measured frequency or with realistic force constants for both the host and the impurity. The numerical output below lists the main values.

## Computed results

```
Watson integral W, Bessel quadrature: 0.50546202
Watson integral W, gamma-function form: 0.50546202
Watson integral W, k-mesh extrapolated: 0.505462
Return probabilities P2, P4, P6: 0.16667 0.06944 0.03987
Walk sum through P40: 1.41397; tail estimate: 0.10305
Walk sum plus tail: 1.51702; 3W: 1.51639
F at band top, 6W: 3.03277
Critical eps: 0.32973; critical mass ratio: 0.67027
Critical mass ratio from lattices L=12,24: 0.6700
(s-1) ratio L=12 to L=24, mass ratio 0.55: 1.0000
(s-1) ratio L=12 to L=24, mass ratio 0.80: 7.580
mu_c-mu=0.002: s-1 exact 3.0685e-05, law 3.0552e-05
mu_c-mu=0.001: s-1 exact 7.7009e-06, law 7.6843e-06
Mass ratio: frequency/band top, impurity share p
  0.65: 1.00147, 0.1822
  0.60: 1.01527, 0.4682
  0.50: 1.07467, 0.7306
  0.40: 1.17471, 0.8476
  0.30: 1.33405, 0.9124
Example masses: 27.0 u in 63.5 u; band top 7.3 THz
Example neighbour distance 0.256 nm; temperature 300 K
Mass ratio: 0.4252; eps: 0.5748; 1/eps: 1.7397
Scalar spring constant K: 18.49 N/m
Root s: 1.31118; frequency/band top: 1.14507
Local mode: 8.359 THz = 34.57 meV
Impurity share p: 0.8249; u1/u0: -0.1150
Heaviest binding impurity in this host: 42.56 u
fcc vector model, local mode: 8.554 THz (mesh shift -1.8e-15 THz)
fcc vector model, critical mass ratio: 0.7548 (mesh shift 2.5e-05)
Impurity springs times 0.8: 7.585 THz
Impurity springs times 1.2: 9.105 THz
Second impurity 4 spacings away: upper mode shifts 1.115 GHz
Local-mode rms amplitude of impurity at 300 K: 5.62 pm
Same, relative to neighbour distance: 0.0220
```
